\section*{The diamagnetic inequality for one particle and for two-electron singlets}

\section{Two states that respond in opposite ways}

Two electrons repel each other in a two-dimensional harmonic well of frequency 1 in atomic units. A perpendicular field $B=0.5$ raises their lowest singlet energy from 3.0000 to 3.0796 hartree and lowers the orbital energy of their lowest triplet from 3.5965 to 3.4484 hartree. The Hamiltonian is the same in both cases; the states differ in exchange symmetry. No magnetic field can bring the orbital energy of the lowest singlet below its field-free value, whereas the triplet has no such protection.

\section{Hamiltonian and scope}

In atomic units, with electron charge $-1$ and $\mathbf B=\nabla\times\mathbf A$, take
\begin{equation}
H(\mathbf A)=\sum_j\tfrac12\left[-i\nabla_j+\mathbf A(\mathbf r_j)\right]^2+V .
\label{H}
\end{equation}
Here $V$ is a real multiplicative function of the coordinates and includes the electron repulsion. Nuclei are clamped and spin--orbit coupling is omitted. The lowest energy in the symmetry class considered is $E(\mathbf A)$, and it is assumed to belong to a bound state.

A two-electron singlet has a symmetric spatial function. In a uniform field its spin Zeeman energy is zero, because that term is proportional to $\mathbf B\cdot\mathbf S$ and $\mathbf S$ annihilates a singlet. A non-uniform field can mix singlet and triplet through spin. For such fields the results below concern the orbital Hamiltonian (\ref{H}).

``Diamagnetic'' here means that $E(\mathbf A)\ge E(0)$ and that the zero-field susceptibility is negative. It does not mean that the energy rises monotonically with field.

\section{The inequality for one particle}

Set $\mathbf D=\nabla+i\mathbf A$. Since $-i\nabla+\mathbf A=-i\mathbf D$, integration by parts gives the kinetic energy $\frac12\int|\mathbf D\psi|^2$. Where $\psi\ne0$, write $\psi=\rho e^{i\theta}$ with $\rho=|\psi|$. Then
\begin{align}
\mathbf D\psi&=e^{i\theta}\left[\nabla\rho+i\rho(\nabla\theta+\mathbf A)\right],\\
|\mathbf D\psi|^2&=|\nabla\rho|^2+\rho^2|\nabla\theta+\mathbf A|^2\ \ge\ |\nabla\rho|^2 .
\label{local}
\end{align}
The cross term is absent because the two parts in the bracket are real and imaginary. The discarded term is the kinetic energy of the current.

The phase is undefined at zeros of $\psi$, so use $\rho_\epsilon=\sqrt{|\psi|^2+\epsilon^2}$ there. The number $\psi^*i\mathbf A\psi$ is imaginary, hence
\begin{equation}
\rho_\epsilon\nabla\rho_\epsilon=\mathrm{Re}(\psi^*\nabla\psi)
=\mathrm{Re}(\psi^*\mathbf D\psi),\qquad
|\nabla\rho_\epsilon|\le\frac{|\psi|}{\rho_\epsilon}|\mathbf D\psi|\le|\mathbf D\psi| .
\end{equation}
As $\epsilon\to0$ the gradients converge pointwise and stay below the square-integrable function $|\mathbf D\psi|$. They therefore converge in the mean to the gradient of $|\psi|$, and $\int|\nabla|\psi||^2\le\int|\mathbf D\psi|^2$ holds with zeros included.

Let $\psi$ be the normalized ground state in the field. The potential energy depends on $|\psi|$ alone, so
\begin{align}
E(\mathbf A)&=\int\left(\tfrac12|\mathbf D\psi|^2+V|\psi|^2\right)\nonumber\\
&\ge\int\left(\tfrac12|\nabla|\psi||^2+V|\psi|^2\right)\ge E(0).
\label{main}
\end{align}
The last step is the field-free variational principle with trial function $|\psi|$. A nonlocal potential is not covered, because its expectation value can depend on the phase of $\psi$.

\section{Two electrons}

Apply (\ref{local}) in the joint configuration space, with $\mathbf D_j=\nabla_j+i\mathbf A(\mathbf r_j)$. If $\psi(1,2)=\psi(2,1)$, then $|\psi|$ is symmetric too and is an allowed singlet trial function. The chain (\ref{main}) then gives
\begin{equation}
E_S(\mathbf A)\ge E_S(0).
\end{equation}

For a triplet, $\psi(1,2)=-\psi(2,1)$, but $|\psi|$ is still symmetric. It is no trial function for the field-free triplet. What survives is the weaker bound $E_T(\mathbf A)\ge E_S(0)$ on the orbital energy, which lets the triplet fall.

\subsection{Why the lowest singlet is nodeless}

At $\mathbf A=0$, let $\Phi$ be a real spatial ground state with no symmetry imposed. By (\ref{main}), $|\Phi|$ has the same energy, so it is also a ground state. Suppose it vanishes at a point near which $V$ is smooth. Choose a constant $K>0$ with $2(V-E_0)\le K$ nearby. Then $\nabla^2|\Phi|=2(V-E_0)|\Phi|\le K|\Phi|$, where $\nabla^2$ acts in all $d$ coordinates.

Let $M(s)$ be the average of $|\Phi|$ over a sphere of radius $s$ about the point, and $m(s)$ the maximum of $M$ up to $s$. The divergence theorem gives
\begin{equation}
M'(s)\le\frac{K}{s^{d-1}}\int_0^s M(t)t^{d-1}dt\le\frac{Ks}{d}m(s),
\qquad M(s)\le\frac{Ks^2}{2d}m(s).
\end{equation}
The right side grows with $s$, so $m(s)\le(Ks^2/2d)\,m(s)$. For small $s$ the factor is below one, which forces $m=0$, and $|\Phi|$ vanishes in a whole ball. Repeating this across a connected region makes it vanish everywhere, which is impossible. Coulomb singularities lie on sets of codimension at least two in two or three dimensions, and removing them leaves the region connected.

Every real ground state thus has one sign. Two such functions cannot be orthogonal, so the ground state is unique; call it $\Phi_0>0$. Exchange can change it at most by a sign, and positivity selects the plus sign. The two-electron ground state is therefore a singlet, strictly below every triplet. Any other eigenstate of one sign would overlap with $\Phi_0$, while eigenstates of different energy are orthogonal. Among real field-free eigenstates, the ground state is therefore the only one that keeps a single sign.

\section{The energy excess as a positive integral}

Write $\psi=\Phi_0f$ and $E_0=E(0)$. The product rule gives $\mathbf D_j\psi=f\nabla_j\Phi_0+\Phi_0\mathbf D_jf$. With $\mathrm{Re}(f^*\mathbf D_jf)=\frac12\nabla_j|f|^2$,
\begin{equation}
|\mathbf D_j\psi|^2=|f|^2|\nabla_j\Phi_0|^2+\Phi_0^2|\mathbf D_jf|^2
+\Phi_0\nabla_j\Phi_0\cdot\nabla_j|f|^2 .
\end{equation}
Integrate the last term by parts; the boundary term vanishes for a bound state:
\begin{equation}
\int\Phi_0\nabla_j\Phi_0\cdot\nabla_j|f|^2
=-\int|f|^2\left(|\nabla_j\Phi_0|^2+\Phi_0\nabla_j^2\Phi_0\right).
\end{equation}
The $|\nabla_j\Phi_0|^2$ terms cancel. Inserting $-\frac12\sum_j\nabla_j^2\Phi_0=(E_0-V)\Phi_0$ removes $V$ and leaves, for normalized $\psi$,
\begin{equation}
\langle\psi|H(\mathbf A)|\psi\rangle-E_0
=\tfrac12\int\Phi_0^2\sum_j|\mathbf D_jf|^2 .
\label{gsr}
\end{equation}

Equality $E(\mathbf A)=E_0$ requires $\mathbf D_jf=0$. Then $\nabla_j|f|^2=0$, so $f$ is a constant times $e^{i\theta}$ with $\nabla_j\theta=-\mathbf A(\mathbf r_j)$. A gradient has no curl, so $\mathbf B=0$ throughout the accessible region. Any field there gives a strict increase.

The choice $f=1$ supplies a bound from above:
\begin{equation}
0\le E(\mathbf A)-E_0\le\tfrac12\Big\langle\sum_j|\mathbf A(\mathbf r_j)|^2\Big\rangle_0 .
\label{sandwich}
\end{equation}

\section{Weak fields and the susceptibility}

Put $\mathbf A=B\mathbf a$ and assume that the isolated ground state has a regular expansion $f=1+B(u+iS)+O(B^2)$ with real $u,S$. Then $\mathbf D_jf=B[\nabla_ju+i(\mathbf a_j+\nabla_jS)]+O(B^2)$, where $\mathbf a_j=\mathbf a(\mathbf r_j)$. In (\ref{gsr}) the real part adds a non-negative amount, so the minimum has constant $u$. Hence $E=E_0+cB^2+\ldots$ with
\begin{equation}
c=\min_S\tfrac12\Big\langle\sum_j|\mathbf a_j+\nabla_jS|^2\Big\rangle_0,
\qquad \chi=-\left.\frac{d^2E}{dB^2}\right|_0=-2c .
\label{c}
\end{equation}
If $c$ were zero, $\mathbf a_j$ would be a pure gradient and there would be no field. So $c>0$ and $\chi<0$.

A gauge change $\mathbf a\to\mathbf a+\nabla\lambda$ is absorbed by $S\to S-\sum_j\lambda(\mathbf r_j)$, so $c$ is gauge independent. The value at $S=0$ is not. It is the usual ``diamagnetic term'', and relaxing $S$ supplies the negative ``paramagnetic term'', which cannot outweigh it here.

Varying $S$ gives the equation to solve,
\begin{equation}
\sum_j\nabla_j\cdot\left[\Phi_0^2(\mathbf a_j+\nabla_jS)\right]=0 .
\label{euler}
\end{equation}
For a uniform field along $z$ take $\mathbf a=\frac12(-y,x,0)$, which has no divergence. If $\Phi_0$ is unchanged by rotation of both electrons about the $z$ axis, then $\sum_j\mathbf a_j\cdot\nabla_j\Phi_0^2=0$, and $S=0$ solves (\ref{euler}). In that case
\begin{equation}
c=\tfrac18\Big\langle\sum_j(x_j^2+y_j^2)\Big\rangle_0 .
\label{axial}
\end{equation}

\section{Worked example: the two-electron well}

Let $V=\frac12(r_1^2+r_2^2)+1/|\mathbf r_1-\mathbf r_2|$ in two dimensions. Define $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, $\mathbf r=\mathbf r_1-\mathbf r_2$, with momenta $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\mathbf p=(\mathbf p_1-\mathbf p_2)/2$. Because $\mathbf A$ is linear in position,
\begin{equation}
\mathbf p_{1,2}+\mathbf A(\mathbf r_{1,2})
=\tfrac12[\mathbf P+2\mathbf A(\mathbf R)]\pm[\mathbf p+\tfrac12\mathbf A(\mathbf r)] .
\end{equation}
Half the sum of squares has no cross term. Using $\frac12(r_1^2+r_2^2)=R^2+\frac14r^2$ and $W^2=1+B^2/4$,
\begin{align}
H_R&=\tfrac14P^2+W^2R^2+\tfrac12BL,\\
H_r&=p^2+\tfrac14W^2r^2+\frac1r+\tfrac12Bm .
\end{align}
$L$ and $m$ are the centre-of-mass and relative angular momenta. $H_R$ is an oscillator of mass 2 and frequency $W$. Since $W>B/2$, its lowest state has $L=0$ and energy $W$. Exchange sends $\mathbf r$ to $-\mathbf r$, so even $m$ are singlets and odd $m$ triplets.

At $B=0$ the relative ground state is $\phi=(1+r)g$ with $g=e^{-r^2/4}$. From $\nabla^2g=(r^2/4-1)g$, $\nabla^2r=1/r$ and $2\nabla r\cdot\nabla g=-rg$,
\begin{equation}
-\nabla^2\phi=\left[-\frac1r+r-(1+r)\Big(\frac{r^2}{4}-1\Big)\right]g .
\end{equation}
Adding $(r^2/4+1/r)\phi$ cancels the $r^2/4$ and $1/r$ terms and leaves $2(1+r)g$. The relative energy is 2, the centre of mass adds 1, and $E_0=3$ hartree. Positivity of $\phi$ identifies it as the ground state.

For the susceptibility, $r_1^2+r_2^2=2R^2+\frac12r^2$. The centre-of-mass density is proportional to $e^{-2R^2}$, so $\langle R^2\rangle=\frac12$. The integrals $\int_0^\infty r^ne^{-r^2/2}dr$ give
\begin{equation}
\langle r^2\rangle=\frac{10+6\sqrt{\pi/2}}{3+2\sqrt{\pi/2}}=3.1816 .
\end{equation}
Hence $\langle r_1^2+r_2^2\rangle=1+3.1816/2=2.5908$, $c=2.5908/8=0.32385$ and $\chi=-0.6477$ a.u., or $-5.111\times10^{-29}$ J/T$^2$.

The energies in the field were found by the Ritz method, with polynomials times $r^{|m|}e^{-Wr^2/4}$ as radial functions. Their coefficient of $B^2$ at weak field is $c=0.32385$, as (\ref{axial}) requires. In hartree:
\begin{center}
\begin{tabular}{cccc}
$B$ (a.u.) & singlet & triplet & $3+cB^2$\\
0.0 & 3.0000 & 3.5965 & 3.0000\\
0.5 & 3.0796 & 3.4484 & 3.0810\\
1.0 & 3.3040 & 3.4864 & 3.3239\\
2.0 & 4.0537 & 3.9573 & 4.2954\\
3.0 & 4.8313 & 4.7189 & 5.9147
\end{tabular}
\end{center}
The singlet stays between the bounds of (\ref{sandwich}). Its lowest state has $m=0$ in the rows up to $B=2$ and $m=-2$ at $B=3$. The triplet starts in $m=-1$, whose linear term at $B=0.5$ is $-0.25$ hartree. The actual shift is $-0.148$, so the growth of $W$ returns about $0.102$. As the field grows from zero, the orbital energies first cross at $B=1.611$ a.u. Triplet Zeeman energy is omitted from these values; including it would lower one triplet component further. Just above this crossing the triplet has the lower orbital energy, yet the singlet still obeys its own inequality.

\section{Lattice form for implementation}

On a grid of unit spacing, give each link $a\to b$ the matrix element $H_{ab}=-\frac12e^{i\theta_{ab}}$, with $\theta_{ab}$ the line integral of $\mathbf A$ from $a$ to $b$. Let $\varepsilon_a$ be the diagonal elements. For two particles, $a$ and $b$ label pair configurations that differ by one hop. A link contributes $-\mathrm{Re}(\psi_a^*e^{i\theta_{ab}}\psi_b)\ge-|\psi_a||\psi_b|$, so the inequality holds on the lattice itself, without a continuum limit. The step needs every field-free hopping element to be negative; a higher-order finite-difference stencil, with positive second-neighbour elements, is not covered. The increase need not be strict on the lattice: a flux of $2\pi$ through every plaquette can be gauged away and leaves the energy unchanged.

The field-free equation is $(\varepsilon_a-E_0)\Phi_a=\frac12\sum_b\Phi_b$. Multiply it by $\Phi_a|f_a|^2$, sum over $a$, and add the link terms:
\begin{equation}
\langle\psi|H|\psi\rangle-E_0=\sum_{\rm links}\tfrac12\Phi_a\Phi_b
\left|f_a-e^{i\theta_{ab}}f_b\right|^2 .
\end{equation}
With $\theta_{ab}=B\tau_{ab}$ and $f=e^{iBS}$ to leading order,
\begin{equation}
c=\min_S\sum_{\rm links}\tfrac12\Phi_a\Phi_b(\tau_{ab}+S_b-S_a)^2 ,
\end{equation}
a weighted linear least-squares problem.

Take two particles on $4\times4$ sites with one-body diagonal energies of 2 hartree plus a random amount between 0 and 2 hartree, and repulsion $1/\sqrt{1+d^2}$ at distance $d$. In 60 draws of site energies and random link phases, the smallest rise of the singlet energy was 0.133 hartree. For one further draw in a uniform field, $S=0$ gives 0.339 a.u. with the gauge origin at the centre and 0.772 with it at a corner. Minimization gives 0.2099 from both, equal to the coefficient of $B^2$ in the diagonalized energies. Without relaxation, the corner origin overestimates $c$ by a factor of 3.7.

In a finite orbital basis, $|\psi|$ generally lies outside the basis. The proof then does not apply to the computed energies, and a small apparent violation need not signal a coding error.

\section{Where the conclusion stops}

\subsection{The energy need not be monotonic}

Put two non-interacting electrons in the lowest orbital of $V=\frac12\,20^2(r-2)^2$, a narrow annulus of radius $r_0=2$. The angular kinetic energy per electron is $\frac12(m/r+Br/2)^2$. On a thin ring it is $(m+Br_0^2/2)^2/(2r_0^2)$, which returns to zero when $Br_0^2/2$ is an integer.

At $B=0.25$ this parameter is $\frac12$, and the two electrons gain $2\times\frac14/8=0.0625$ hartree. A finite-difference solution of the radial equation gives 0.0629. At $B=0.5$ the thin-ring shift is zero, while the computed one is 0.0064. The remainder comes from the width: with $m=-1$ and $r=2+\delta$, $-1/r+r/4\approx\delta/2$, so two electrons gain $\langle\delta^2\rangle/4$. The radial oscillator has $\langle\delta^2\rangle=1/40$, which gives 0.00625. The energy rises and falls, but stays above $E(0)$.

\subsection{More electrons}

For four electrons, a singlet spatial function cannot be totally symmetric, since at most two electrons share an orbital. Its modulus leaves the symmetry class, as for the triplet. An anisotropic well $\frac12(\omega_1^2x^2+\omega_2^2y^2)$ without repulsion shows the consequence. The equations of motion $\ddot x=-\omega_1^2x-B\dot y$ and $\ddot y=-\omega_2^2y+B\dot x$ have frequencies obeying
\begin{equation}
(\omega_1^2-\Omega^2)(\omega_2^2-\Omega^2)=B^2\Omega^2 .
\end{equation}
Thus $\Omega_1\Omega_2=\omega_1\omega_2$ and $\Omega_1^2+\Omega_2^2=\omega_1^2+\omega_2^2+B^2$. Two electrons in the lowest orbital have
\begin{equation}
E=\Omega_1+\Omega_2=\sqrt{(\omega_1+\omega_2)^2+B^2},
\end{equation}
which rises. For $\omega_1<\omega_2$, four electrons also fill the orbital with one quantum of $\Omega_1$, so $E=4\Omega_1+2\Omega_2$. To order $B^2$, with $\Delta=\omega_2^2-\omega_1^2$, the frequencies are $\Omega_1=\omega_1-B^2\omega_1/(2\Delta)$ and $\Omega_2=\omega_2+B^2\omega_2/(2\Delta)$. Therefore
\begin{equation}
c=\frac{\omega_2-2\omega_1}{\omega_2^2-\omega_1^2},
\end{equation}
negative for $\omega_1<\omega_2<2\omega_1$. For $\omega_1=1$, $\omega_2=1.25$ it is $-0.75/0.5625=-1.333$ a.u. Diagonalization in oscillator products at $B=0.2$ moves the four-electron energy from 6.5000 down to 6.4565 hartree, and the two-electron energy from 2.2500 up to 2.2589. The four-electron drop of 0.0435 is smaller than $|c|B^2=0.0533$, because $\Omega_2-\Omega_1=\sqrt{(\omega_2-\omega_1)^2+B^2}$ and $B^2=0.04$ is not small against $(\omega_2-\omega_1)^2=0.0625$. A closed shell is thus not sufficient for diamagnetism; the argument needs a spatial symmetry class that contains the modulus of each of its functions.
